# Cascaded Kerr response from a strongly phase-mismatched second harmonic, part 1

(Sections cited here and not found follow in the second part.)

## 1. Eliminating the harmonic

### What dimensions and symmetry fix

A fundamental wave at angular frequency $\omega$ travels along $z$ in a medium with a quadratic nonlinearity and generates a weak second harmonic at $2\omega$. Part of the harmonic converts back, and the returned light shifts the phase of the fundamental. Let $a_1$ and $b$ be the complex amplitudes of the two waves, scaled so that $|a_1|^2$ and $|b|^2$ are intensities. The next section derives the equations

$$a_1'=i\Gamma\,b\,a_1^*,\qquad b'=-i\Delta\,b+i\Gamma a_1^2, \tag{1}$$

where a prime means $d/dz$, $\Delta$ is the phase mismatch and $\Gamma$ is a real coupling constant. No harmonic is launched, and the launched fundamental intensity is $I$.

Let $q$ be the phase gained by the fundamental per unit length, averaged over many lengths $1/|\Delta|$. The quantities $q$, $\Delta$ and $\Gamma\sqrt I$ are all inverse lengths, so $q/\Delta$ can depend only on the ratio $\Gamma\sqrt I/\Delta$.

Two symmetries restrict this dependence. First, replacing $\Gamma$ by $-\Gamma$ and $b$ by $-b$ leaves (1) unchanged. The fundamental therefore cannot sense the sign of $\Gamma$, and $q$ is even in $\Gamma$. Second, take the complex conjugate of (1) and define $\tilde a=a_1^*$ and $\tilde b=-b^*$. Then

$$\tilde a'=-i\Gamma b^*a_1=i\Gamma\,\tilde b\,\tilde a^*,$$

$$\tilde b'=-(i\Delta b^*-i\Gamma a_1^{*2})=+i\Delta\,\tilde b+i\Gamma\tilde a^2 .$$

These are the original equations with $\Delta$ replaced by $-\Delta$. Conjugation reverses the phase of the fundamental, so reversing the mismatch reverses the phase shift: $q$ is odd in $\Delta$.

A Kerr response is a phase rate proportional to intensity. The one combination that is linear in $I$ and has the right dimension is

$$q=C\,\frac{\Gamma^2 I}{\Delta},$$

with $C$ a pure number. It has the required parities. What remains is to find $C$, to show when a response linear in $I$ exists, and to express $\Gamma$ through material constants. Two derivations follow, and both give $C=1$.

### Fields and coupled equations

Take plane waves with one polarization each and write the real field as

$$E=\mathrm{Re}\left[E_1e^{i(k_1z-\omega t)}+E_2e^{i(k_2z-2\omega t)}\right],\qquad k_j=\frac{n_j\,j\omega}{c},$$

where $n_1$ and $n_2$ are the linear indices at $\omega$ and $2\omega$. The nonlinear polarization is $P=2\varepsilon_0dE^2$, which defines the coefficient $d$. Its response is taken as instantaneous.

Write $\mathrm{Re}\,X=(X+X^*)/2$ and square the field. The part of $E^2$ that varies as $e^{-i\omega t}$ comes from the product of $E_2$ with $E_1^*$, which occurs twice:

$$\tfrac14\cdot2E_2E_1^*e^{i(k_2-k_1)z}=\tfrac12E_2E_1^*e^{i(k_2-k_1)z}.$$

The part that varies as $e^{-2i\omega t}$ is $\tfrac14E_1^2e^{2ik_1z}$. With $P=\mathrm{Re}[P_1e^{-i\omega t}+P_2e^{-2i\omega t}]$ plus other frequencies, multiplying by $2\varepsilon_0d$ and removing the factor $\tfrac12$ of the real part gives

$$P_1=2\varepsilon_0d\,E_2E_1^*e^{i(k_2-k_1)z},\qquad P_2=\varepsilon_0d\,E_1^2e^{2ik_1z}.$$

The factor of two between them reflects the two orderings of a product of different waves.

Each frequency obeys $\partial_z^2E-(n_j^2/c^2)\partial_t^2E=\mu_0\partial_t^2P$. On the left, the second $z$ derivative yields $(E_j''+2ik_jE_j'-k_j^2E_j)e^{ik_jz}$, and the $k_j^2$ term cancels the time-derivative term. The envelope changes little over a wavelength, so $E_j''$ is dropped. This leaves $2ik_jE_j'e^{ik_jz}=-\mu_0(j\omega)^2P_j$. Since $\mu_0=1/(\varepsilon_0c^2)$,

$$E_j'=\frac{i\,j\omega}{2\varepsilon_0cn_j}\,P_je^{-ik_jz}.$$

Inserting the two polarizations, with $\Delta=2k_1-k_2$,

$$E_1'=\frac{i\omega d}{n_1c}E_2E_1^*e^{-i\Delta z},\qquad E_2'=\frac{i\omega d}{n_2c}E_1^2e^{i\Delta z}.$$

The time-averaged intensity of wave $j$ is $n_j\varepsilon_0c|E_j|^2/2$, so set $a_j=\sqrt{n_j\varepsilon_0c/2}\;E_j$. In the first equation the factor of $a_1$ cancels between the two sides, and replacing $E_2$ produces $\sqrt{2/(n_2\varepsilon_0c)}$. In the second equation the coefficient becomes

$$\frac{\omega d}{n_2c}\sqrt{\frac{n_2\varepsilon_0c}{2}}\;\frac{2}{n_1\varepsilon_0c}=\frac{\omega d}{n_1c}\sqrt{\frac{2}{n_2\varepsilon_0c}} .$$

The coefficients agree, as energy conservation requires, and

$$a_1'=i\Gamma a_2a_1^*e^{-i\Delta z},\qquad a_2'=i\Gamma a_1^2e^{i\Delta z},\qquad \Gamma^2=\frac{2\omega^2d^2}{\varepsilon_0c^3n_1^2n_2}. \tag{2}$$

Setting $a_2=b\,e^{i\Delta z}$ gives $b'+i\Delta b=i\Gamma a_1^2$, and equations (1) follow.

### Choosing the sign of the mismatch

In a uniform medium with collinear waves, $\Delta=(4\pi/\lambda)(n_1-n_2)$, where $\lambda$ is the vacuum wavelength of the fundamental. If the index is larger at the harmonic, this mismatch is negative. Periodic reversal of the sign of $d$, called poling, makes either sign available.

Let the domains have equal lengths and let $K=2\pi/\Lambda$ for poling period $\Lambda$. With the origin at the centre of a domain, the alternating sign has the Fourier series $\sum_m c_me^{imKz}$ over odd $m$, with $c_m=(2/\pi m)\sin(m\pi/2)$. Order $m$ drives the harmonic with the mismatch $\Delta_m=2k_1-k_2+mK$. The period is chosen so that order $m=1$ varies slowly, and from here on

$$\Delta=2k_1-k_2+\frac{2\pi}{\Lambda},$$

while $d$ denotes $2/\pi$ times the coefficient inside one domain. The other orders are restored below.

### Bound wave and free wave

If $a_1$ were constant, the second of equations (1) would have the steady solution $b=\Gamma a_1^2/\Delta$. This is the bound wave: it travels locked to the square of the fundamental. For the actual, varying $a_1$, define the remainder $f$ by

$$a_2=\frac{\Gamma}{\Delta}a_1^2e^{i\Delta z}+f .$$

This is a definition, so nothing has been neglected. Differentiate it and use (2) for $a_2'$:

$$f'=i\Gamma a_1^2e^{i\Delta z}-\frac{\Gamma}{\Delta}\left(i\Delta a_1^2+2a_1a_1'\right)e^{i\Delta z}=-\frac{2\Gamma}{\Delta}a_1a_1'e^{i\Delta z}.$$

The large terms cancel. Inserting $a_1'$ from (2) gives

$$f'=-\frac{2i\Gamma^2}{\Delta}|a_1|^2a_2 . \tag{3}$$

The remainder varies slowly; it is the free wave, which travels at the harmonic's own phase velocity. With no harmonic at the input, $f(0)=-\Gamma a_1(0)^2/\Delta$: the free wave starts with the same size as the bound wave and cancels it.

Define the small parameter

$$\varepsilon=\frac{\Gamma\sqrt I}{|\Delta|}.$$

Both harmonic parts have size $\varepsilon\sqrt I$, so $|a_2|$ is at most about $2\varepsilon\sqrt I$. Put the decomposition into the equation for $a_1$:

$$a_1'=i\frac{\Gamma^2}{\Delta}|a_1|^2a_1+i\Gamma f a_1^*e^{-i\Delta z}. \tag{4}$$

The first term acts steadily. The second oscillates, and its accumulated effect follows from one integration by parts, using $e^{-i\Delta s}=(i/\Delta)\,d(e^{-i\Delta s})/ds$:

$$i\Gamma\int_0^z fa_1^*e^{-i\Delta s}ds=-\frac{\Gamma}{\Delta}\left[fa_1^*e^{-i\Delta s}\right]_0^z+\frac{\Gamma}{\Delta}\int_0^z(fa_1^*)'e^{-i\Delta s}ds .$$

The bracket does not grow with $z$. Each of its ends contributes a magnitude of about $\varepsilon^2\sqrt I$. For the last integral, (3) gives $|f'|\lesssim4\varepsilon^3|\Delta|\sqrt I$, and (2) gives $|a_1'|\lesssim2\varepsilon^2|\Delta|\sqrt I$. The integrand, including its prefactor, is therefore at most of order $6\varepsilon^4|\Delta|\sqrt I$. The steady term in (4) has size $\varepsilon^2|\Delta|\sqrt I$. The neglected rate is thus smaller by a factor of order $\varepsilon^2$, and for $\varepsilon\ll1$ the averaged equation is

$$a_1'=i\frac{\Gamma^2}{\Delta}|a_1|^2a_1 . \tag{5}$$

The intensity is constant under (5), and the phase grows at the rate $q=\Gamma^2I/\Delta$. Hence $C=1$.

The bounded term can be seen in the phase. Over distances short enough that $f$ and $a_1$ hold their initial values in (4), division by $a_1$ gives

$$\frac{a_1'}{a_1}\simeq i\varepsilon^2\Delta\left(1-e^{-i\Delta z}\right).$$

The phase $\phi$ of $a_1$ obeys $\phi'=\mathrm{Im}(a_1'/a_1)=\varepsilon^2\Delta(1-\cos\Delta z)$, so

$$\phi\simeq\varepsilon^2(\Delta z-\sin\Delta z). \tag{6}$$

The straight line is the Kerr phase and the sine is a ripple from the free wave. A straight-line reading of one short sample thus needs $|\Delta|z\gg1$ as well as $\varepsilon\ll1$. If the ripple belongs to the free wave, launching the bound wave with the fundamental should remove it, because then $f(0)=0$. In a numerical integration of (1) at $\varepsilon=0.05$ over ten mismatch cycles, this seed reduced the peak-to-peak departure from a straight line to 0.50 % of its unseeded value.

### The effective Kerr index

The carrier is $e^{i(k_1z-\omega t)}$, so a growing phase of $a_1$ means a larger wave number and a larger index. An intensity-dependent index $n_1+n_2^{\rm K}I$ would add the phase rate $(\omega/c)n_2^{\rm K}I$. The superscript separates this coefficient from the linear index $n_2$. Equating it to $\Gamma^2I/\Delta$ and using (2),

$$n_2^{\rm casc}=\frac{\Gamma^2c}{\omega\Delta}=\frac{2\omega d^2}{\varepsilon_0c^2n_1^2n_2\Delta}=\frac{4\pi d^2}{\varepsilon_0c\lambda n_1^2n_2\Delta}. \tag{7}$$

The last form uses $\omega=2\pi c/\lambda$. If the mismatch is defined with the opposite sign, as $k_2-2k_1$, a minus sign appears in (7).

The sign has a direct meaning. The bound harmonic is $\Gamma a_1^2/\Delta$. For $\Delta>0$, its product with $a_1^*$ gives a polarization at $\omega$ in phase with the fundamental field, which raises the index. For $\Delta<0$ the bound harmonic changes sign, the polarization is in antiphase, and the index falls. A driven oscillator changes the sign of its response across resonance in the same way. The magnitude falls as $1/|\Delta|$, so a stronger response is bought with a larger $\varepsilon$ and more light in the harmonic.

### A waveguide example

Take round parameters in the rough regime of a poled thin-film lithium niobate waveguide: $\lambda=1550$ nm, power 0.20 W, effective area 1.0 µm², length $L=1.0$ cm, $d=15$ pm/V, $n_1=1.90$ and $n_2=2.10$. The effective area is taken to include the overlap of the two transverse modes, so that $I$ is power divided by area, 20 MW/cm². The mismatch is $+40$ or $-40$ cm⁻¹.

Since $2k_1-k_2=-(4\pi/\lambda)(0.20)=-1.62147$ µm⁻¹ and $40$ cm⁻¹ is $0.00400$ µm⁻¹, the poling periods are

$$\Lambda_\pm=\frac{2\pi}{1.62147\pm0.00400}\ \text{µm}=3.8655\ \text{and}\ 3.8846\ \text{µm}.$$

A change of 19 nm in the period reverses the sign of the response.

Equation (2) gives $\Gamma^2=3.675\times10^{-7}$ W⁻¹. With $I=2.0\times10^{11}$ W/m², $\Gamma\sqrt I=271$ m⁻¹, or 2.711 cm⁻¹. Therefore

$$\varepsilon=\frac{2.711}{40}=0.0678,\qquad \phi=\pm\frac{(2.711)^2}{40}\times1.0=\pm0.184\ \text{rad},$$

$$n_2^{\rm casc}=\pm\frac{(3.675\times10^{-7})(1.55\times10^{-6})}{2\pi(4000)}\ \frac{\text{m}^2}{\text{W}}=\pm2.27\times10^{-13}\ \frac{\text{cm}^2}{\text{W}} .$$

The other poling orders can now be sized. Each is eliminated in the same way, with $\Gamma_m^2=\Gamma^2/m^2$ and $\Delta_m=\Delta+(m-1)K$, while products of different orders oscillate and average out. Relative to (7), they add

$$\sum_{m\neq1}\frac{\Delta}{m^2[\Delta+(m-1)K]},\qquad m\ \text{odd}, \tag{8}$$

which is $-0.115$ % for the positive mismatch and $+0.115$ % for the negative one. These values rest on dropping $E_2''$, which is a poor step for orders whose mismatch is several µm⁻¹. Keeping it replaces each $\Delta_m$ by $\Delta_m(1+\Delta_m/2k_2)$, and the total departure from (7) becomes about $\mp0.15$ %. A domain-by-domain integration at $\varepsilon=0.01$ and $K=40|\Delta|$, over two mismatch cycles, gave the sign of the chosen mismatch in both cases. Its phase relative to the leading formula agreed with one plus (8) to within 0.002.

## 2. The same result from conserved quantities

### Symbols and results carried over

The fundamental amplitude $a_1$ and the harmonic amplitude $b$ obey

$$a_1'=i\Gamma ba_1^*,\qquad b'=-i\Delta b+i\Gamma a_1^2 ,$$

with $|a_1|^2$ and $|b|^2$ intensities, $\Gamma$ the quadratic coupling, and $\Delta$ the mismatch including the poling term. The launched intensity is $I$, no harmonic is launched, and $\varepsilon=\Gamma\sqrt I/|\Delta|$. The first derivation found the mean phase rate $\Gamma^2I/\Delta=\varepsilon^2\Delta$ for $\varepsilon\ll1$, and from it the index coefficient $n_2^{\rm casc}=\Gamma^2c/(\omega\Delta)$. The second derivation starts from the same equations but does not split the harmonic into bound and free waves.

### Two conserved quantities

Let $S=a_1^2b^*$. The intensities change at the rates

$$(|b|^2)'=2\,\mathrm{Re}(b^*b')=2\,\mathrm{Re}(-i\Delta|b|^2+i\Gamma S)=-2\Gamma\,\mathrm{Im}\,S,$$

$$(|a_1|^2)'=2\,\mathrm{Re}(i\Gamma ba_1^{*2})=2\,\mathrm{Re}(i\Gamma S^*)=+2\Gamma\,\mathrm{Im}\,S .$$

Their sum vanishes, so $|a_1|^2+|b|^2=I$. For the second quantity, differentiate $S$:

$$S'=2a_1a_1'b^*+a_1^2b^{*\prime}=2i\Gamma|a_1|^2|b|^2+i\Delta S-i\Gamma|a_1|^4 .$$

The first and last terms are imaginary, so $(\mathrm{Re}\,S)'=-\Delta\,\mathrm{Im}\,S$. Consequently

$$\left(\Delta|b|^2-2\Gamma\,\mathrm{Re}\,S\right)'=-2\Gamma\Delta\,\mathrm{Im}\,S+2\Gamma\Delta\,\mathrm{Im}\,S=0 .$$

This combination is zero at the input, where $b=0$, and therefore stays zero:

$$2\Gamma\,\mathrm{Re}(a_1^2b^*)=\Delta|b|^2 . \tag{9}$$

Eliminating the harmonic has given the Kerr phase rate $\Gamma^2I/\Delta$ for $\varepsilon\ll1$, and the conserved quantities have given (9) without that restriction. It remains to derive the phase from (9), find where the simple formula fails, and consider the material's own Kerr index, loss and short pulses.

Numerical values quoted here were computed with a short program.
